**Length and velocity forms in Hartree-Fock and RPAE**

For a closed shell, bare Hartree-Fock transitions obey \((\varepsilon_a-\varepsilon_i)x_{ai}=-G_{ai}+\langle a|[x,K]|i\rangle\), where \(x_{ai}\) and \(G_{ai}\) are the matrix elements of \(x\) and \(\partial/\partial x\) and \(K\) is the exchange operator. In the random-phase approximation with exchange, \(\omega D=-P\), where \(\omega\) is the excitation energy and \(D\), \(P\) are the many-electron elements of the same two operators. For a one-dimensional four-electron ion the program asserts both relations, the lemma \((A-B)x=-G\) for the response matrices \(A\) and \(B\), the sum rules, and the absence of a discrepancy in a local mean field. It also compares the response with Hartree-Fock calculations in a small static field and with the energy of uniformly boosted orbitals. For the free ion Sc³⁺ in a Gaussian basis it asserts the orbital relation and the restored equality within stated tolerances. The output shows a length-velocity mismatch of 129 % for the bare 3p to 3d transition and 0.0025 % for the strongest RPAE line below the 3p threshold. The RPAE oscillator strengths of Sc³⁺ sum to 18.000 in length form and 17.999 in velocity form, for 18 electrons.

## Check in Python

```python
# Result under test (atomic units, closed shell, real orbitals):
#   bare Hartree-Fock: (e_a - e_i) x_ai = -G_ai + <a|[x,K]|i>
#   RPA with exchange: omega * D = -P, so length and velocity strengths agree.
# x_ai = <a|x|i>, G_ai = <a|d/dx|i>, K = exchange operator (Fock = h + 2J - K),
# D, P = many-electron transition elements of x and d/dx, omega = excitation energy.
# A, B = response matrices over virtual-occupied pairs (singlet excitations).
import numpy as np
from scipy.linalg import eigh, cholesky, solve_triangular
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

EV = physical_constants["Hartree energy in eV"][0]


def response_matrices(gap, ai_bj, ij_ab):
    """A, B and the direct part from integrals [a,i,b,j] and [i,j,a,b]."""
    n = gap.size
    direct = 2 * ai_bj.reshape(n, n)
    exchange_a = ij_ab.transpose(2, 0, 3, 1).reshape(n, n)
    exchange_b = ai_bj.transpose(0, 3, 2, 1).reshape(n, n)
    return np.diag(gap) + direct - exchange_a, direct - exchange_b, direct


def solve_rpa(a_mat, b_mat, length, gradient):
    low = cholesky(a_mat - b_mat, lower=True)
    w2, z = eigh(low.T @ (a_mat + b_mat) @ low)
    assert w2[0] > 0
    w = np.sqrt(w2)
    x_plus_y = low @ z / np.sqrt(w)
    x_minus_y = solve_triangular(low.T, z, lower=False) * np.sqrt(w)
    return w, np.sqrt(2) * length @ x_plus_y, np.sqrt(2) * gradient @ x_minus_y


def solve_tda(a_mat, length, gradient):
    w, vec = eigh(a_mat)
    return w, np.sqrt(2) * length @ vec, np.sqrt(2) * gradient @ vec


def strongest(w, d, p, limit=np.inf):
    """Strongest line below limit; degenerate partners are summed."""
    f_len, f_vel = 2 * w * d**2, 2 * p**2 / w
    best = (0.0, 0.0, 0.0)
    for energy in w[w < limit]:
        same = np.abs(w - energy) < 1e-4
        if f_len[same].sum() > best[1]:
            best = (energy, f_len[same].sum(), f_vel[same].sum())
    return best


def mismatch(line):
    return abs(line[1] / line[2] - 1)


def show(name, line):
    print(f"{name}: omega = {line[0]:.5f} hartree, "
          f"f_L = {line[1]:.5f}, f_V = {line[2]:.5f}")


# ---------- one-dimensional ion on a sinc grid ----------
charge, n_occ, step, n_grid = 6.0, 2, 0.25, 81
n_el = 2 * n_occ
index = np.arange(n_grid)
x = (index - n_grid // 2) * step
diff = index[:, None] - index[None, :]
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
deriv = np.where(diff == 0, 0.0, sign / (step * safe))
kinetic = np.where(diff == 0, np.pi**2 / (6 * step**2), sign / (step * safe)**2)
gauss = np.exp(-x**2 / 2)
assert np.max(np.abs(deriv @ gauss + x * gauss)) < 1e-8
assert np.max(np.abs(kinetic @ gauss - 0.5 * (1 - x**2) * gauss)) < 1e-8
repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
h_core = kinetic - np.diag(charge / np.sqrt(x**2 + 1))


def fock(rho, field=0.0):
    return (h_core + np.diag(field * x + 2 * repulsion @ np.diag(rho))
            - rho * repulsion)


def run_scf(field=0.0):
    rho = np.zeros((n_grid, n_grid))
    for _ in range(250):
        vec = eigh(fock(rho, field))[1][:, :n_occ]
        rho = 0.4 * rho + 0.6 * vec @ vec.T
    f_mat = fock(rho, field)
    energies, vec = eigh(f_mat)
    new = vec[:, :n_occ] @ vec[:, :n_occ].T
    assert np.max(np.abs(new - rho)) < 1e-10
    return energies, vec, new


def hf_energy(rho):
    dens = np.diag(rho).real
    return (2 * np.trace(h_core @ rho).real + 2 * dens @ repulsion @ dens
            - np.sum(np.abs(rho)**2 * repulsion))


eps, orb, rho = run_scf()
occ, vir = orb[:, :n_occ], orb[:, n_occ:]
gap = (eps[n_occ:, None] - eps[None, :n_occ]).ravel()
x_ai = (vir.T @ (x[:, None] * occ)).ravel()
g_ai = (vir.T @ deriv @ occ).ravel()
comm_kernel = (x[:, None] - x[None, :]) * rho * repulsion
c_ai = (vir.T @ comm_kernel @ occ).ravel()
assert np.max(np.abs(gap * x_ai + g_ai - c_ai)) < 1e-8
assert np.max(np.abs(c_ai)) > 1e-2

# A local mean field must show no discrepancy.
e_loc, v_loc = eigh(fock(rho) + rho * repulsion)
x_loc = v_loc.T @ (x[:, None] * v_loc)
g_loc = v_loc.T @ deriv @ v_loc
assert np.max(np.abs((e_loc[:, None] - e_loc[None, :]) * x_loc + g_loc)) < 1e-8

n_vir = n_grid - n_occ
pair_ai = (vir[:, :, None] * occ[:, None, :]).reshape(n_grid, -1)
pair_ij = (occ[:, :, None] * occ[:, None, :]).reshape(n_grid, -1)
pair_ab = (vir[:, :, None] * vir[:, None, :]).reshape(n_grid, -1)
ai_bj = (pair_ai.T @ repulsion @ pair_ai).reshape(n_vir, n_occ, n_vir, n_occ)
ij_ab = (pair_ij.T @ repulsion @ pair_ab).reshape(n_occ, n_occ, n_vir, n_vir)
a_mat, b_mat, direct = response_matrices(gap, ai_bj, ij_ab)
lemma_error = np.max(np.abs((a_mat - b_mat) @ x_ai + g_ai))
assert lemma_error < 1e-8

w, d, p = solve_rpa(a_mat, b_mat, x_ai, g_ai)
rpa_error = np.max(np.abs(w * d + p))
assert rpa_error < 1e-6
bare = strongest(gap, np.sqrt(2) * x_ai, np.sqrt(2) * g_ai)
direct_only = strongest(*solve_rpa(np.diag(gap) + direct, direct, x_ai, g_ai))
tda = strongest(*solve_tda(a_mat, x_ai, g_ai))
full = strongest(w, d, p)
assert mismatch(full) < 1e-6
assert min(mismatch(bare), mismatch(direct_only), mismatch(tda)) > 1e-3

sum_rpa = np.sum(2 * w * d**2)
sum_bare = np.sum(4 * gap * x_ai**2)
sum_bare_vel = np.sum(4 * g_ai**2 / gap)
excess = 2 * np.sum((x[:, None] - x[None, :])**2 * rho**2 * repulsion)
assert abs(sum_rpa - n_el) < 1e-6
assert abs(-4 * x_ai @ g_ai - n_el) < 1e-6
assert abs(sum_bare - n_el - excess) < 1e-6

# Static response against Hartree-Fock in a small real field.
field = 1e-3
dipoles = [2 * x @ np.diag(run_scf(s * field)[2]) for s in (1, -1)]
alpha_field = -(dipoles[0] - dipoles[1]) / (2 * field)
alpha_rpa = np.sum(2 * d**2 / w)
assert abs(alpha_field / alpha_rpa - 1) < 1e-4

# Boosted orbitals: energy from its definition against the A-B stiffness.
kappa = 0.1
phase = np.exp(1j * kappa * x)
boost_cost = hf_energy(phase[:, None] * rho * phase.conj()[None, :]) - hf_energy(rho)
stiffness_cost = 2 * kappa**2 * x_ai @ (a_mat - b_mat) @ x_ai
assert abs(boost_cost - n_el * kappa**2 / 2) < 1e-7
assert abs(boost_cost - stiffness_cost) < 1e-7

print("MODEL ION IN ONE DIMENSION (atomic units)")
print(f"nuclear charge {charge:.0f}, electrons {n_el}, softening length 1 bohr")
print(f"grid: {n_grid} points, step {step} bohr")
print(f"HF energy = {hf_energy(rho):.6f} hartree")
print(f"occupied orbital energies = {eps[0]:.5f}, {eps[1]:.5f} hartree")
k = np.argmax(4 * gap * x_ai**2)
s = np.sign(x_ai[k])
print(f"strongest bare pair: occupied no. {k % n_occ + 1}, "
      f"virtual no. {k // n_occ + 1}")
print(f"  gap = {gap[k]:.5f} hartree, x_ai = {s * x_ai[k]:.5f} bohr")
print(f"  gap * x_ai = {s * gap[k] * x_ai[k]:.5f} a.u.")
print(f"  -G_ai = {-s * g_ai[k]:.5f} a.u.")
print(f"  <a|[x,K]|i> = {s * c_ai[k]:.5f} a.u.")
print("strongest line in each approximation (f dimensionless):")
show("  bare HF", bare)
show("  direct-only RPA", direct_only)
show("  Tamm-Dancoff", tda)
show("  RPAE", full)
print(f"largest |(A-B)x + G| = {lemma_error:.1e} a.u.")
print(f"largest |omega D + P| over all states = {rpa_error:.1e} a.u.")
print(f"sum of f: bare length {sum_bare:.5f}, bare velocity {sum_bare_vel:.5f}")
print(f"sum of f: RPAE length {sum_rpa:.5f}")
print(f"exchange excess from double integral = {excess:.5f}")
print(f"polarizability: finite field {alpha_field:.5f}, RPAE {alpha_rpa:.5f} a.u.")
print(f"boost kappa = {kappa} 1/bohr: energy cost {boost_cost:.6f} hartree")
print(f"  cost from A-B = {stiffness_cost:.6f} hartree")

# ---------- free Sc3+ ion in Gaussian functions ----------
exp_min, ratio, counts = 0.1, 2.1, (19, 14, 11)
basis = [[l, [exp_min * ratio**k, 1.0]] for l in range(3) for k in range(counts[l])]
mol = gto.M(atom="Sc 0 0 0", charge=3, spin=0, basis={"Sc": basis}, verbose=0)
mf = scf.RHF(mol)
mf._eri = mol.intor("int2e", aosym="s8")
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
coef, eps = mf.mo_coeff, mf.mo_energy
n_occ = mol.nelectron // 2
n_vir = coef.shape[1] - n_occ
occ, vir = coef[:, :n_occ], coef[:, n_occ:]
e_occ, e_vir = eps[:n_occ], eps[n_occ:]
assert e_occ[8] - e_occ[6] < 1e-4      # the three 3p orbitals
first_d = next(k for k in range(20) if e_vir[k + 4] - e_vir[k] < 1e-4)

z_mo = coef.T @ mol.intor("int1e_r")[2] @ coef
g_mo = -coef.T @ mol.intor("int1e_ipovlp")[2] @ coef
k_mo = 0.5 * coef.T @ mf.get_k() @ coef
c_mo = z_mo @ k_mo - k_mo @ z_mo
gap2 = e_vir[:, None] - e_occ[None, :]
z2, g2, c2 = (m[n_occ:, :n_occ] for m in (z_mo, g_mo, c_mo))
block = (slice(first_d, first_d + 5), slice(6, 9))
norm = np.sqrt(np.sum(z2[block]**2))
unit = z2[block] / norm
gap_pd = gap2[block].mean()
left = gap_pd * norm
minus_g = -np.sum(unit * g2[block])
comm = np.sum(unit * c2[block])
assert abs(left - minus_g - comm) < 0.01 * left
bare_sc = (gap_pd, np.sum(4 * gap2[block] * z2[block]**2),
           np.sum(4 * g2[block]**2 / gap2[block]))

ai_bj = ao2mo.general(mf._eri, (vir, occ, vir, occ), compact=False)
ij_ab = ao2mo.general(mf._eri, (occ, occ, vir, vir), compact=False)
ai_bj = ai_bj.reshape(n_vir, n_occ, n_vir, n_occ)
ij_ab = ij_ab.reshape(n_occ, n_occ, n_vir, n_vir)
gap, z_ai, g_ai = gap2.ravel(), z2.ravel(), g2.ravel()
a_mat, b_mat, direct = response_matrices(gap, ai_bj, ij_ab)
threshold = -e_occ[8]
tda_sc = strongest(*solve_tda(a_mat, z_ai, g_ai), threshold)
w, d, p = solve_rpa(a_mat, b_mat, z_ai, g_ai)
full_sc = strongest(w, d, p, threshold)
# Finite basis: equality holds only to the quality of the Gaussian set.
assert mismatch(full_sc) < 0.01
assert mismatch(bare_sc) > 10 * mismatch(full_sc)
assert mismatch(tda_sc) > 3 * mismatch(full_sc)
sums = (np.sum(4 * gap * z_ai**2), np.sum(4 * g_ai**2 / gap),
        np.sum(2 * w * d**2), np.sum(2 * p**2 / w))
assert abs(sums[2] / mol.nelectron - 1) < 0.01
assert abs(sums[3] / mol.nelectron - 1) < 0.02
assert sums[0] > mol.nelectron

print("FREE Sc3+ ION, restricted Hartree-Fock, non-relativistic")
print(f"electrons {mol.nelectron}, basis functions {mol.nao}, pairs {gap.size}")
print(f"s, p, d exponents: {counts}, smallest {exp_min} bohr^-2, ratio {ratio}")
print(f"HF energy = {mf.e_tot:.4f} hartree")
print(f"orbital energies: 3p {e_occ[8]:.5f}, 3d {e_vir[first_d]:.5f} hartree")
print("3p-3d amplitudes, substates added in quadrature:")
print(f"  length amplitude = {norm:.5f} bohr")
print(f"  gap * length = {left:.5f} a.u.")
print(f"  -gradient = {minus_g:.5f} a.u.")
print(f"  exchange commutator = {comm:.5f} a.u.")
show("bare HF 3p-3d", bare_sc)
print("strongest line below the 3p threshold:")
show("  Tamm-Dancoff", tda_sc)
show("  RPAE", full_sc)
print(f"  RPAE energy = {full_sc[0] * EV:.3f} eV")
print(f"|f_L/f_V - 1|: bare {100 * mismatch(bare_sc):.2f} %, "
      f"Tamm-Dancoff {100 * mismatch(tda_sc):.2f} %, "
      f"RPAE {100 * mismatch(full_sc):.4f} %")
print(f"sum of f, bare HF: length {sums[0]:.4f}, velocity {sums[1]:.4f}")
print(f"sum of f, RPAE: length {sums[2]:.4f}, velocity {sums[3]:.4f}")
print("no test failed")
```

Running it gives:

```
MODEL ION IN ONE DIMENSION (atomic units)
nuclear charge 6, electrons 4, softening length 1 bohr
grid: 81 points, step 0.25 bohr
HF energy = -12.694066 hartree
occupied orbital energies = -2.92128, -1.46872 hartree
strongest bare pair: occupied no. 2, virtual no. 1
  gap = 1.00363 hartree, x_ai = 1.10125 bohr
  gap * x_ai = 1.10525 a.u.
  -G_ai = 0.67813 a.u.
  <a|[x,K]|i> = 0.42712 a.u.
strongest line in each approximation (f dimensionless):
  bare HF: omega = 1.00363 hartree, f_L = 4.86861, f_V = 1.83279
  direct-only RPA: omega = 1.11825 hartree, f_L = 3.06031, f_V = 1.13517
  Tamm-Dancoff: omega = 0.72019 hartree, f_L = 3.59479, f_V = 2.57241
  RPAE: omega = 0.71283 hartree, f_L = 3.11973, f_V = 3.11973
largest |(A-B)x + G| = 8.2e-14 a.u.
largest |omega D + P| over all states = 1.1e-13 a.u.
sum of f: bare length 6.38829, bare velocity 2.51828
sum of f: RPAE length 4.00000
exchange excess from double integral = 2.38829
polarizability: finite field 6.63016, RPAE 6.63014 a.u.
boost kappa = 0.1 1/bohr: energy cost 0.020000 hartree
  cost from A-B = 0.020000 hartree
FREE Sc3+ ION, restricted Hartree-Fock, non-relativistic
electrons 18, basis functions 116, pairs 963
s, p, d exponents: (19, 14, 11), smallest 0.1 bohr^-2, ratio 2.1
HF energy = -758.2036 hartree
orbital energies: 3p -2.70459, 3d -0.85313 hartree
3p-3d amplitudes, substates added in quadrature:
  length amplitude = 0.95352 bohr
  gap * length = 1.76539 a.u.
  -gradient = 1.16565 a.u.
  exchange commutator = 0.59974 a.u.
bare HF 3p-3d: omega = 1.85146 hartree, f_L = 6.73332, f_V = 2.93552
strongest line below the 3p threshold:
  Tamm-Dancoff: omega = 1.62343 hartree, f_L = 3.94757, f_V = 1.55621
  RPAE: omega = 1.53343 hartree, f_L = 4.22813, f_V = 4.22823
  RPAE energy = 41.727 eV
|f_L/f_V - 1|: bare 129.37 %, Tamm-Dancoff 153.67 %, RPAE 0.0025 %
sum of f, bare HF: length 21.9452, velocity 15.0840
sum of f, RPAE: length 18.0001, velocity 17.9991
no test failed
```
